# Quasiparticle Band Offsets from Bulk Edge Corrections and a Fixed Interface Lineup, part 2

The problem is to find the valence and conduction band offsets between two insulating crystals, A at negative $z$ and B at positive $z$, from quasiparticle calculations of the bulk crystals alone. All energies are electron energies in eV, lengths are in nm, and an offset is the value in B minus the value in A. The interface is neutral, neither crystal contains a macroscopic field, and the Fermi level lies in both gaps.

An electron has charge $-e$ and electrostatic potential energy $U(z)$, averaged parallel to the interface. With $q(z)$ the net number of positive elementary charges per unit length in an interface cell of area $S$, and $\varepsilon_0$ the vacuum permittivity, Poisson's equation is

$$
U''(z)=\frac{e^2}{\varepsilon_0S}\,q(z).
$$

A bar denotes a running average along $z$ over the lattice period, applied once with each period if the two differ. Deep in crystal X (A or B), $\bar U$ has the constant value $U_X$. The lineup $\Delta U=U_B-U_A$ is

$$
\Delta U=-\frac{e^2}{\varepsilon_0S}\int_{z_A}^{z_B}z\,\bar q(z)\,dz ,
$$

where $z_A$ and $z_B$ lie in the two flat regions.

The Kohn–Sham Hamiltonian $H_{\rm KS}$ has orbitals $\varphi_i$, eigenvalues $\epsilon_i$ and exchange-correlation potential $v_{xc}$, which the quasiparticle equation replaces by the self-energy $\Sigma$. The bulk edges $\epsilon_v^X$ and $\epsilon_c^X$ have quasiparticle corrections $\delta_v^X$ and $\delta_c^X$. Adding $U_X$ to a bulk edge, corrected or not, gives the local edge deep in a thick layer. For an unchanged density, the valence offset $V$ and conduction offset $C$ (VBO and CBO in the table) obey

$$
\boxed{V_{\rm QP}=V_{\rm KS}+\delta_v^B-\delta_v^A,\qquad
C_{\rm QP}=C_{\rm KS}+\delta_c^B-\delta_c^A.}
$$

The screened interaction $W$ approaches its bulk form only slowly with distance from a dielectric boundary.

## The density condition and a calculated interface

The electron-energy offsets $V$ and $C$ are B minus A. In crystal X, $\epsilon_v^X$ and $\epsilon_c^X$ are the bulk Kohn–Sham edges relative to the average electrostatic energy, and $\delta_v^X$ and $\delta_c^X$ are their quasiparticle corrections. The lineup $\Delta U$ is the difference between the average electrostatic energies deep in B and A. The results needed here are

$$
V_{\rm KS}=\epsilon_v^B-\epsilon_v^A+\Delta U,\qquad
V_{\rm QP}=V_{\rm KS}+\delta_v^B-\delta_v^A,
$$

the same relations for $C$ with conduction edges, and

$$
\Delta U=-\frac{e^2}{\varepsilon_0S}\int z\,\bar q(z)\,dz .
$$

Here $\bar q$ is the averaged positive charge number per unit length in an interface cell of area $S$. The quasiparticle relation was derived for an unchanged density.

A first-order correction that keeps the Kohn–Sham orbitals meets this condition. To see this for the whole interface, let $P$ be the projector on its occupied Kohn–Sham states and $Q=1-P$ the projector on the empty ones. Let $D=\Sigma-v_{xc}$ be static and Hermitian, and consider

$$
H_1=H_{\rm KS}+PDP+QDQ .
$$

Since $H_{\rm KS}$ commutes with $P$, while $P^2=P$ and $PQ=0$,

$$
H_1P=H_{\rm KS}P+PDP=PH_{\rm KS}+PDP=PH_1 .
$$

The eigenstates of $H_1$ can therefore be chosen to lie wholly in the occupied space or wholly in the empty space. As long as every level of the first kind remains below every level of the second, filling the lowest levels gives the projector $P$ again. The density and the lineup are then unchanged. If levels cross, the occupations change and the argument fails.

In a bulk crystal with one valence and one conduction band, $PDP$ and $QDQ$ are the diagonal corrections of the two bands at each wavevector. With several occupied bands, $PDP$ may also mix occupied states at the same wavevector. This doesn't affect the total density, but the bulk corrections must then include the same mixing as the interface calculation.

The omitted terms $PDQ+QDP$ mix occupied and empty states. To first order, an occupied orbital $i$ acquires an admixture of each empty orbital $a$:

$$
|\varphi_i'\rangle=|\varphi_i\rangle+\sum_a|\varphi_a\rangle
\frac{\langle\varphi_a|D|\varphi_i\rangle}{\epsilon_i-\epsilon_a}.
$$

Forming $|\varphi_i'|^2$, keeping the terms linear in $D$ and counting two spins gives the direct density change

$$
\delta n(\mathbf r)=4\,{\rm Re}\sum_{i,a}\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)
\frac{\langle\varphi_a|D|\varphi_i\rangle}{\epsilon_i-\epsilon_a}.
$$

One factor of two comes from spin and the other from the two complex-conjugate cross terms. A self-consistent calculation adds the response of the electrons to the resulting changes in the electrostatic potential and the self-energy.

For fixed nuclei, an increase $\delta\bar n$ in the averaged electron number per unit length changes $\bar q$ by $-\delta\bar n$. The lineup formula gives

$$
\delta\Delta U=\frac{e^2}{\varepsilon_0S}\int z\,\delta\bar n(z)\,dz ,
$$

so the valence offset becomes

$$
V_{\rm QP}=V_{\rm KS}+\delta_v^B-\delta_v^A+\delta\Delta U ,
$$

with the same additional term in the conduction offset. The bulk corrections must now come from self-consistent bulk calculations, each referred to its own average electrostatic energy. The important measure of the density change is the first moment of the averaged change $\delta\bar n$. If that moment vanishes the lineup is unchanged, while a small transfer of charge across the interface can move both offsets appreciably. The averaging matters. A symmetric broadening of the electron cloud of every atom in B has no dipole in any cell, yet it changes the average potential inside B. With one atom at $z_0$ per period $a$, and $\delta n(z)$ the change in its electron number per unit length, the lineup moves by $-\frac{e^2}{2\varepsilon_0Sa}\int(z-z_0)^2\,\delta n(z)\,dz$. In $\delta\bar n$ this appears as a dipole at the interface. The model below treats each plane as a charged sheet of zero thickness and doesn't contain this effect.

These statements can be followed in a model with round parameters that represents no named material. Each crystal is a row of neutral atomic planes, $0.25$ nm apart, with cell area $S=0.15$ nm². A plane has one conduction-like orbital $c$, one valence-like orbital $v$, an ionic charge of $+2$ and two electrons. One in-plane wavevector is treated. Before exchange is added, the bulk Hamiltonian at phase $\theta$ between neighbouring planes is

$$
h(\theta)=\begin{pmatrix}
e_c+2t_c\cos\theta & 2g\cos\theta\\
2g\cos\theta & e_v+2t_v\cos\theta
\end{pmatrix}.
$$

For A, $e_c=1.6$, $e_v=0.5$, $t_c=-0.5$ and $t_v=0.5$ eV. For B, the corresponding values are $3.5$, $-0.5$, $-0.5$ and $0.3$ eV. Both have $g=0.2$ eV. Across an interface, $t_c$ and $t_v$ are averaged and $g$ is raised to $0.6$ eV, which increases the transfer of charge between the crystals.

The Kohn–Sham level has the local exchange potential $-Kn^{1/3}$, with $K=2$ eV and $n$ the number of electrons in the orbital. The quasiparticle level replaces it by static screened exchange,

$$
\Sigma_{ij}=-W_{ij}\rho_{ij},\qquad
W_{ij}=\sqrt{w_iw_j}\,e^{-d_{ij}/\lambda}.
$$

Here $\rho_{ij}$ is the density matrix per spin, $\lambda=0.30$ nm, and $w$ is $3.0$ eV in A and $4.5$ eV in B. The distance $d_{ij}$ is the plane separation for orbitals of the same kind; for a $c$–$v$ pair, an in-plane separation of $0.15$ nm is added in quadrature. This self-energy omits dynamical screening and the Coulomb-hole term. It serves to examine the alignment, and its corrections are no prediction for a real oxide.

The interface is part of a periodic cell with 41 planes of A and 41 of B. Reflection symmetry makes its two interfaces equivalent, so each is neutral and there is no macroscopic field. For charged sheets, $U$ is linear between planes and its slope changes by $e^2q_i/(\varepsilon_0S)$ at plane $i$, where $q_i$ is the plane's positive charge number. With $a$ the spacing,

$$
U_{i+1}-2U_i+U_{i-1}=\frac{e^2a}{\varepsilon_0S}\,q_i .
$$

Since $e^2/\varepsilon_0=18.1$ eV nm, the prefactor is $18.1\times0.25/0.15=30.2$ eV. Moving one electron per cell by one spacing would thus change the lineup by about 30 eV, so a few hundredths of an electron already matter on the scale of an offset.

In the Kohn–Sham solution, the last plane of A has charge $-0.0099e$ and the first plane of B has $+0.0089e$. A has gained electrons there, so the lineup should be negative. With the origin midway between the two planes, these charges alone contribute

$$
-30.2\left[(-0.5)(-0.0099)+(0.5)(0.0089)\right]=-0.28\ {\rm eV}.
$$

The other planes contribute about $+0.04$ eV, and the complete first moment is $-0.248$ eV. Direct solution of the Poisson equation gives the same lineup.

The bulk calculations give $\epsilon_v^A=-1.158$, $\epsilon_c^A=-0.008$, $\epsilon_v^B=-2.453$ and $\epsilon_c^B=2.197$ eV. In the sums below the last digit can differ by one through rounding. The Kohn–Sham offsets are

$$
\begin{aligned}
V_{\rm KS}&=-2.453+1.158-0.248=-1.543\ {\rm eV},\\
C_{\rm KS}&=2.197+0.008-0.248=1.957\ {\rm eV}.
\end{aligned}
$$

The first-order valence corrections are $-0.466$ eV in A and $-1.973$ eV in B; the conduction corrections are $0.732$ and $0.329$ eV. Hence

$$
\begin{aligned}
V_{\rm QP}&=-1.543+(-1.973+0.466)=-3.050\ {\rm eV},\\
C_{\rm QP}&=1.957+(0.329-0.732)=1.554\ {\rm eV}.
\end{aligned}
$$

The gap of B grows from $4.65$ to $6.95$ eV, yet the conduction offset falls. The conduction edge of B does move up, but that of A moves up further.

These offsets were tested against the interface itself. The operator $H_1$ was constructed for the whole periodic cell, and the matrix blocks $H_{m,m+r}$ connecting a central plane $m$ to its neighbours were combined into

$$
H_m(\theta)=\sum_r e^{i\theta r}H_{m,m+r}.
$$

Its band extrema are the local edges, including the local electrostatic energy. Their differences reproduce both offsets from the bulk formula. The largest discrepancy is about $4\times10^{-5}$ eV for layers of 21 planes and $10^{-9}$ eV for 41 planes. Two thicknesses show the approach to the bulk limit in this model, but they don't establish a decay law. The density remained unchanged to numerical precision, as the projector argument requires.

An actual confined level provides a further check on the local valence edge of A. The highest occupied level concentrated in the middle of the layer lies $4.69$ meV below that edge for 21 planes and $1.19$ meV below it for 41. The ratio is $3.9$, close to the value $(41/21)^2=3.8$ expected when the confinement energy varies as the inverse square of the width.

Full self-consistency gives a different answer. The bulk corrections hardly change: they become $-0.478$ and $-1.975$ eV for the valence edges of A and B, and $0.744$ and $0.331$ eV for the conduction edges. With the old lineup, the offsets would be $-3.040$ and $1.543$ eV. But the density at the interface changes, and its first moment raises the lineup by $0.444$ eV, from $-0.248$ to $0.196$ eV. The offsets become

$$
\begin{aligned}
V&=-3.040+0.444=-2.596\ {\rm eV},\\
C&=1.543+0.444=1.987\ {\rm eV}.
\end{aligned}
$$

The local edges of the self-consistent interface Hamiltonian agree with these values. The largest change on any plane is $0.015$ electrons, less than one per cent of the two electrons there. A transfer of $0.444/30.2=0.015$ electrons over one spacing would suffice for the whole shift. The size of the shift belongs to this model, but the example shows that a small relative density change is no evidence of a fixed lineup. The dipole has to be calculated.

The final conduction offset is close to the Kohn–Sham value of $1.957$ eV. This is a cancellation between a bulk contribution of $-0.414$ eV and a lineup change of $+0.444$ eV. For the valence offset the bulk contribution is $-1.497$ eV, of which the same lineup change cancels only a part, and the offset differs from its Kohn–Sham value by more than $1$ eV.

The model interaction $W$ has a short range, so it can't show the slow approach to bulk screening near a dielectric boundary. That effect follows from electrostatics. Place a charge at distance $d$ from a planar boundary, in a medium of electronic dielectric constant $\varepsilon$; the other medium has constant $\varepsilon'$ and fills $z<0$. For in-plane wavevector $k$, the potential per unit source in the first medium is

$$
f_k(z)=\frac{e^{-k|z-d|}+Re^{-k(z+d)}}{2\varepsilon k},
$$

and in the second it is $Te^{k(z-d)}/(2\varepsilon k)$. Continuity of the potential at $z=0$ gives $1+R=T$. Continuity of the normal displacement gives $\varepsilon(1-R)=\varepsilon'T$. Eliminating $T$,

$$
R=\frac{\varepsilon-\varepsilon'}{\varepsilon+\varepsilon'} .
$$

The term containing $R$ is the induced potential. The energy of the charge in it carries a factor one half, because the induced potential grows in proportion to the charge:

$$
w=\frac{e^2}{2\varepsilon_0}\int_0^\infty\frac{k\,dk}{2\pi}\,
\frac{Re^{-2kd}}{2\varepsilon k}
=\frac{e^2}{16\pi\varepsilon_0\varepsilon d}\,
\frac{\varepsilon-\varepsilon'}{\varepsilon+\varepsilon'} .
$$

The conduction edge is the energy of the system with an added electron minus that of the neutral system, so it shifts by $+w$. The valence edge is the neutral energy minus the energy with an electron removed. The hole has the same image energy $w$, and the valence edge shifts by $-w$.

Take a film with $\varepsilon=4$ on a substrate with $\varepsilon'=12$, and let the film be so thick that its other surface can be ignored. At $d=1$ nm, $w=-0.045$ eV. A numerical solution of the layered Poisson equation confirms this value. The film's conduction edge moves down and its valence edge up, which narrows the local gap by $0.09$ eV. The shift falls as $1/d$ and is absent from a correction calculated for infinite bulk. The formula describes one sharp boundary between continuous media, and its divergence at $d=0$ marks its failure at atomic distances. In a film a few nanometres thick, the other surface also changes the image energy, so both boundaries must be included. This contribution must be considered separately from the bulk offset.

The offsets obtained here are vertical electronic levels. Lattice relaxation around an added carrier and the coupling of electrons to lattice vibrations would require further corrections. The numerical output gives the values of the model calculation in full.

## Table of computed values

```
on-site c: A 1.6000, B 3.5000 eV
on-site v: A 0.5000, B -0.5000 eV
hopping c-c: A -0.5000, B -0.5000 eV
hopping v-v: A 0.5000, B 0.3000 eV
hopping c-v: A 0.2000, B 0.2000 eV
screened W: A 3.0000, B 4.5000 eV
interface c-v hopping: 0.60 eV
local exchange constant C: 2.00 eV
plane spacing: 0.25 nm
cell area: 0.15 nm^2
range of W: 0.30 nm
in-plane orbital separation: 0.15 nm
planes per layer: thin 21, thick 41
bulk KS valence edge: A -1.1577, B -2.4525 eV
first-order valence correction: A -0.4663, B -1.9735 eV
self-consistent valence correction: A -0.4781, B -1.9750 eV
bulk KS conduction edge: A -0.0085, B 2.1968 eV
first-order conduction correction: A 0.7325, B 0.3292 eV
self-consistent conduction correction: A 0.7443, B 0.3306 eV
KS gap: A 1.1492, B 4.6493 eV
first-order QP gap: A 2.3480, B 6.9520 eV
charge of interface plane: A -0.0099, B 0.0089 e
KS lineup from Poisson: -0.24832 eV
KS lineup from first moment: -0.24832 eV
KS offsets, bulk plus lineup: VBO -1.5431, CBO 1.9570 eV
KS offsets, direct: VBO -1.5431, CBO 1.9570 eV
correction differences B-A: VBO -1.5072, CBO -0.4033 eV
QP offsets, formula: VBO -3.0503, CBO 1.5537 eV
QP offsets, direct: VBO -3.0503, CBO 1.5537 eV
largest formula error, thin layers: 3.8e-05 eV
largest formula error, thick layers: 9.5e-10 eV
largest first-order density-matrix diagonal change: 3.4e-15
confinement shift in A, thin: 4.69 meV
confinement shift in A, thick: 1.19 meV
self-consistent largest plane density change: 0.01515 electrons
self-consistent lineup change, Poisson: 0.44386 eV
self-consistent lineup change, moment: 0.44386 eV
self-consistent offsets, old lineup: VBO -3.0400, CBO 1.5433 eV
self-consistent offsets, full formula: VBO -2.5961, CBO 1.9872 eV
self-consistent offsets, direct: VBO -2.5961, CBO 1.9872 eV
dielectric constants: film 4.0, substrate 12.0
distance from boundary: 1.0 nm
image energy, formula: -45.00 meV
image energy, numerical: -45.00 meV
```
